Where the gap is smallest in an inverted two-band model

**The model**

An electron-like band and a hole-like band in a two-dimensional layer are described near k = 0 by the Hamiltonian

H(k) = [ M − Bk², A k₊ ; A k₋, −(M − Bk²) ], with k± = kx ± i ky and k² = kx² + ky².

The semicolon separates the rows. The first basis state is hole-like and the second electron-like. M and B are positive and A is real. At k = 0 the hole level lies at +M, above the electron level at −M, so the bands are inverted. Without coupling, the hole level falls and the electron level rises as k grows, and the two cross. H describes one spin state; its spin partner has the same energies.

**Part (a)**

Find the energies. Show that the smallest vertical gap, between states of equal k, is also the fundamental gap, between the top of the lower band and the bottom of the upper band.

**Answer (a)**

Write m = M − Bk² and square the matrix. Since k₊k₋ = k², each diagonal element of H² is m² + A²k². The upper off-diagonal element is

m·A k₊ + A k₊·(−m) = 0,

and the lower one vanishes in the same way. Hence H² is (m² + A²k²) times the unit matrix, and each eigenvalue of H has this square. The trace of H is zero, so the two eigenvalues have opposite signs:

E±(k) = ± √[(M − Bk²)² + A²k²].

The vertical gap is G(k) = E₊ − E₋ = 2E₊(k). Because E₋ = −E₊, the lower band is highest where the upper band is lowest, and

min E₊ − max E₋ = min E₊ + min E₊ = min G(k).

The mirror symmetry of the two bands guarantees this equality. Part (e) removes that symmetry, and the two gaps can then differ.

**Part (b)**

Find where G(k) is smallest, and its value there, for all positive M and B.

**Answer (b)**

The square root is an increasing function, so it is enough to minimize E². Put x = k², which is restricted to x ≥ 0:

E² = M² − 2MBx + B²x² + A²x = M² − (2MB − A²)x + B²x².

Completing the square gives

E² = B²(x − x₀)² + E₀²,

x₀ = (2MB − A²)/(2B²),

E₀² = M² − B²x₀² = M² − (2MB − A²)²/(4B²).

Expanding the last square,

E₀² = [4M²B² − 4M²B² + 4MBA² − A⁴]/(4B²) = A²(4MB − A²)/(4B²).

The parabola is lowest at x₀, but x cannot be negative. There are two cases.

If 2MB ≤ A², then x₀ ≤ 0 and E² increases for all x > 0. The smallest gap is at k = 0 and equals 2M.

If 2MB > A², then x₀ > 0 is allowed. The smallest gap lies on a ring of radius k₀, with

k₀² = (2MB − A²)/(2B²),

G_min = 2E₀ = (|A|/B) √(4MB − A²).

The root is real, because A² < 2MB < 4MB. The argument covers all k in this model, so H has no lower minimum elsewhere. It says nothing about real bands far from k = 0, where H no longer describes them.

**Part (c)**

Explain the condition physically by expanding E₊ at small k. Discuss the gap near the threshold and for weak coupling, and compare k₀ with the wave number at which the uncoupled levels cross.

**Answer (c)**

Take M² out of the root and use √(1 + s) ≈ 1 + s/2:

E₊ ≈ M + (A² − 2MB)k²/(2M).

Two effects compete. The uncoupled levels approach each other, which gives the term −Bk². The coupling Ak pushes them apart, which gives +A²k²/(2M). When the first effect wins, k = 0 becomes a local maximum of the upper band, and the minimum moves out to the ring. Inversion alone is therefore not sufficient: for 0 < M ≤ A²/(2B) the bands are inverted but the smallest gap is still at k = 0. At the threshold the k² term vanishes, and E₊ = √(M² + B²k⁴) has a quartic bottom.

From the expression for E₀²,

G_min² = 4M² − (2MB − A²)²/B².

The gap thus joins the value 2M continuously. Just above the threshold, 4M² − G_min² = (2M − G_min)(2M + G_min) ≈ 4M(2M − G_min), so

2M − G_min ≈ (2MB − A²)²/(4MB²).

The reduction of the gap begins quadratically in 2MB − A², while k₀ grows as its square root. The ring appears before the gap has changed much.

The uncoupled levels cross at k_c² = M/B, where the gap is G(k_c) = 2|A|√(M/B). In terms of this value,

k₀² = k_c² − A²/(2B²),

G_min = G(k_c) √[1 − A²/(4MB)].

For A ≠ 0 the minimum lies inside the crossing ring. The reason is that at k_c the term (M − Bx)² is stationary, while A²x still has slope A², so a small step inward lowers E². For A² ≪ MB the two rings nearly coincide and the gap is proportional to |A|. For A = 0 it closes at k_c.

**Part (d)**

In an InAs/GaSb double quantum well the electrons sit mainly in the InAs layer and the holes in the GaSb layer. Take the rough typical values M = 10 meV, A = 0.04 eV nm, and in-plane masses m_e = 0.04 m₀ and m_h = 0.09 m₀, where m₀ is the free-electron mass and ħ²/(2m₀) = 0.03810 eV nm². Find B, the position of the smallest gap and its value.

**Answer (d)**

The uncoupled levels are

E_h = M − ħ²k²/(2m_h),

E_e = −M + ħ²k²/(2m_e).

In H, half their difference is M − Bk². Therefore

B = (ħ²/4)(1/m_e + 1/m_h) = ½(0.03810/0.04 + 0.03810/0.09) eV nm² = 0.688 eV nm².

Then 2MB = 0.01376 eV² nm² exceeds A² = 0.00160 eV² nm², and the minimum is on a ring:

k₀² = (0.01376 − 0.00160)/(2 × 0.6879²) nm⁻² = 0.01285 nm⁻², so k₀ = 0.113 nm⁻¹.

G_min = (0.04/0.6879) √(0.02752 − 0.00160) eV = 9.4 meV.

This is less than half of the 20 meV gap at k = 0. The levels cross at k_c = 0.121 nm⁻¹, where the gap is 9.6 meV. A numerical search over k, using the eigenvalues of H, gives the same k₀ and G_min. With A and B held fixed, the smallest vertical gap would return to k = 0 if M were lowered to A²/(2B) = 1.2 meV. With the term Dk² of part (e), the small-k expansion of part (c) gives separate thresholds for the band edges: the bottom of the upper band returns to k = 0 at M = A²/[2(B − D)] = 1.9 meV, and the top of the lower band at M = A²/[2(B + D)] = 0.84 meV.

**Part (e)**

The two masses are unequal. Find the term that H leaves out, and the fundamental gap when it is included.

**Answer (e)**

The mean of the two uncoupled levels is

(E_h + E_e)/2 = Dk², with D = (ħ²/4)(1/m_e − 1/m_h) = 0.265 eV nm².

This term shifts both bands equally at each k, so the vertical gaps do not change. With u = x − x₀ the bands are

E± = Dx₀ + Du ± √(B²u² + E₀²).

The upper band is stationary where

D + B²u/√(B²u² + E₀²) = 0.

Squaring B²u = −D√(B²u² + E₀²) gives B²(B² − D²)u² = D²E₀². Positive masses ensure |D| < B, and the sign follows from the unsquared equation:

u = −DE₀/[B√(B² − D²)],

√(B²u² + E₀²) = BE₀/√(B² − D²).

When the smallest vertical gap lies on a ring, E₀² > 0. The upper band is then convex in u, so this point is its minimum:

min E₊ = Dx₀ + E₀(B² − D²)/[B√(B² − D²)] = Dx₀ + E₀√(1 − D²/B²).

For the lower band the root changes sign. Its maximum lies at the opposite value of u and equals Dx₀ − E₀√(1 − D²/B²). The fundamental gap is the difference:

G_ind = G_min √(1 − D²/B²).

The result requires both extrema to lie at x ≥ 0, that is, |u| ≤ x₀. Under this condition the gap is indirect when A and D are both nonzero, since the two extrema then have different k. Here |u| = 0.0028 nm⁻² and x₀ = 0.0128 nm⁻², so the condition holds. With D/B = 0.385,

G_ind = 9.36 × √(1 − 0.385²) meV = 8.6 meV.

Diagonalization with the Dk² term included gives the same value.

**Part (f)**

How far can the value of part (d) be trusted for a real double well? Consider anisotropy, spin splitting, temperature and the Coulomb interaction.

**Answer (f)**

In real wells M depends on the layer thicknesses and on gate voltages, and A on the overlap of the electron and hole states. The inputs are therefore representative and do not describe a particular device. The gap is nearly proportional to A: with M and B unchanged, part (b) gives 4.8 meV for A = 0.02 eV nm and 13.5 meV for A = 0.06 eV nm, a wider spread than any correction estimated below.

Real hole bands are anisotropic. As a rough measure, take two directions in which m_h is 20 per cent below and above 0.09 m₀. By part (e), the gap in each direction is centred on its own Dx₀, so the lowest upper edge and the highest lower edge can belong to different directions. With Dk² included, the fundamental gap becomes 7.1 meV.

An asymmetric well also has a Rashba term, which by itself shifts the two electron energies by ±αk. It joins H and its spin partner into a four-band Hamiltonian, through a coupling of magnitude αk between the two electron states. For a rough α = 0.01 eV nm, diagonalizing this Hamiltonian with D = 0 and no anisotropy gives 8.2 meV. Unequal masses, anisotropy and Rashba splitting together give 6.4 meV, about 32 per cent below the 9.4 meV of the simple model. This value is not a lower bound. It falls to 5.6 meV for α = 0.02 eV nm and 4.9 meV for α = 0.03 eV nm. It also leaves out the Rashba term of the holes, which is cubic in k; a hole term equal to αk₀ at k₀ would change 6.4 meV to 4.4 or 5.8 meV, depending on its sign.

For temperature, keep M fixed, return to the symmetric model and place the chemical potential at midgap. With two spin states and dx = 2k dk, the thermal electron density is

n = (1/2π) ∫₀^∞ dx / [exp(E₊/k_BT) + 1].

It is about 1 × 10⁵ cm⁻² at 4 K and 1.4 × 10¹¹ cm⁻² at 77 K. The second value is comparable with the density k_c²/(2π) = 2.3 × 10¹¹ cm⁻² of states inside the crossing ring. At 77 K, k_BT = 6.6 meV exceeds the half-gap of 4.7 meV, and the gap no longer suppresses carriers effectively. At 4 K it does so in this ideal model.

The Coulomb interaction is also left out. For a rough relative permittivity of 15, the unscreened energy of two charges a distance 1/k₀ apart is

e²k₀/(4πε₀ε_r) ≈ 11 meV,

which is of the same size as the gap. The separation of the layers reduces it: for charge centres 10 nm apart across the layers the distance becomes √(k₀⁻² + d²) with d = 10 nm, and the energy 7 meV. Screening reduces it further. This energy is not itself the change of the gap, which would need a separate calculation, but its size means that interactions cannot be dismissed in advance. Disorder, strain, the temperature dependence of M and the spin splitting caused by the crystals' own lack of inversion symmetry have not been estimated. The 9.4 meV is thus the gap of a single-particle model and not a prediction of a measured gap. The numerical output lists the inputs and the main results.

Numbers as computed

```
largest gap error in test cases: 4.4e-16 (model units)
Inputs (rough, InAs/GaSb double well)
M = 10.0 meV
A = 0.040 eV nm
electron mass = 0.040 m0
hole mass = 0.090 m0
hbar^2/(2 m0) = 0.03810 eV nm^2
B = 0.6879 eV nm^2
Minimum gap
2MB = 0.013758 eV^2 nm^2
A^2 = 0.001600 eV^2 nm^2
threshold M = A^2/(2B) = 1.163 meV
k0^2 = 0.012846 nm^-2
k0 = 0.1133 nm^-1
k0 by diagonalization = 0.1133 nm^-1
level-crossing kc = 0.1206 nm^-1
gap at k = 0: 20.000 meV
gap at kc: 9.645 meV
minimum gap, formula: 9.361 meV
minimum gap, diagonalization: 9.361 meV
minimum gap / kB = 108.6 K
Neglected effects
D = 0.2646 eV nm^2
D/B = 0.3846 (no unit)
indirect gap with D, diagonalization: 8.641 meV
indirect gap with D, formula: 8.641 meV
gap with D and hole mass -/+20 percent: 7.110 meV
Rashba coefficient (rough) = 0.010 eV nm
gap with Rashba term only: 8.227 meV
gap with D, anisotropy and Rashba: 6.363 meV
kB T at 4 K = 0.345 meV
thermal electron density at 4 K = 9.59e+04 cm^-2
kB T at 77 K = 6.635 meV
thermal electron density at 77 K = 1.43e+11 cm^-2
density inside crossing ring = 2.31e+11 cm^-2
relative permittivity (rough) = 15 (no unit)
Coulomb energy at distance 1/k0 = 10.88 meV
```
